Rayleigh–Ritz projection: the smallest residual and Kahan's eigenvalue theorem, part 1

(Sections cited here and not found follow in the second part.)

## The minimizing matrix and the proof of Kahan's theorem

Multiply a Hamiltonian matrix A by a positive number s. All its energies are multiplied by s, and so is every residual formed from it. Suppose that the error of a set of approximate energies can be bounded by a function g of the size ρ of their residual and of nothing else, and let g be the smallest function for which this holds. Scaling by s turns every problem with residual ρ into one with residual sρ, and the reverse, so that

g(sρ) = s g(ρ).

Setting ρ = 1 in the chosen energy unit gives g(s) = s g(1). The bound must therefore be a pure number times the residual. A square of the residual could appear only if divided by another energy, such as a gap, and then the bound would no longer depend on the residual alone. Scaling leaves the pure number open. It will turn out that the number 1 suffices whatever the sizes of the matrices, and an example will show that no smaller number serves in general.

A reflection fixes the approximate energies themselves. Let A be a real symmetric n×n matrix and let Q be an n×m matrix with orthonormal columns,

QᵀQ = 1.

The columns of Q span the trial space, for instance m trial wave functions on a grid. We look for a small m×m matrix B that imitates the action of A on this space, in the sense that AQ − QB is small. Consider the reflection

S = 2QQᵀ − 1.

It leaves the trial space alone, SQ = 2Q(QᵀQ) − Q = Q, and reverses every vector orthogonal to it. It is symmetric and S² = 1, so it preserves lengths. Replacing A by SAS changes the residual to

SASQ − QB = SAQ − SQB = S(AQ − QB),

which has the same size as before. Hence A and SAS have the same best B.

Let size be measured by the sum of the squares of all elements. Finding B is then a linear least-squares problem. Its solution is unique, because the columns of Q are linearly independent, and it depends linearly on A. The average Ā = (A + SAS)/2 must then have the same best B as well. Write Π = QQᵀ for the projector onto the trial space and Π' = 1 − Π, so that S = Π − Π'. In SAS the terms ΠAΠ' and Π'AΠ have changed sign, and they cancel in the average:

Ā = ΠAΠ + Π'AΠ'.

Since ΠQ = Q and Π'Q = 0, it follows that

ĀQ = ΠAQ = Q(QᵀAQ).

For Ā the choice B = QᵀAQ leaves no residual at all, so it is the best B for Ā, and therefore for A. The symmetry has singled out the matrix

H = QᵀAQ.

This is the Rayleigh–Ritz matrix: the Hamiltonian with its matrix elements taken between the trial functions. Its eigenvalues θ₁ ≤ … ≤ θₘ are the Ritz values. If s is a unit eigenvector of H, then Qs is the corresponding Ritz vector.

The reflection argument relied on least squares. A direct calculation proves more, and it also supplies what is needed for the eigenvalues. Denote the residual for an arbitrary real B, symmetric or not, by

R(B) = AQ − QB,

and write R = R(H). The size of a matrix X will be measured in two ways. The spectral norm ‖X‖ is the largest length |Xx| over all unit vectors x. The Frobenius norm ‖X‖_F is the square root of the sum of the squares of all elements, so that ‖X‖_F² = tr(XᵀX). The singular values of X are the square roots of the eigenvalues of XᵀX. The largest of them is ‖X‖, because |Xx|² = xᵀXᵀXx, and the sum of their squares is ‖X‖_F².

The residual R is orthogonal to the trial space:

QᵀR = QᵀAQ − QᵀQH = H − H = 0.

What A does to a trial function thus splits into a part that stays in the trial space, reproduced by H, and a part that leaves it, which is R. No choice of B can remove the second part, since QB stays inside. To turn this into an inequality, add and subtract QH and put D = H − B:

R(B) = AQ − QH + QH − QB = R + QD.

Multiplying by the transpose gives four terms,

R(B)ᵀR(B) = RᵀR + RᵀQD + DᵀQᵀR + DᵀQᵀQD.

The third vanishes because QᵀR = 0, and the second is the transpose of the third. In the last, QᵀQ = 1. Therefore

R(B)ᵀR(B) = RᵀR + DᵀD.

This is the theorem of Pythagoras for blocks of vectors. Its trace is

‖R(B)‖_F² = ‖R‖_F² + ‖H − B‖_F².

The last term is positive unless B = H. In the Frobenius norm H is therefore the minimizer, and it is the only one.

For the spectral norm, and later for the eigenvalues of A, a comparison rule is needed. Let X and Y be symmetric p×p matrices with eigenvalues ξ₁ ≤ … ≤ ξₚ and η₁ ≤ … ≤ ηₚ, and suppose that for some number ε

xᵀYx ≤ xᵀXx + ε for every unit vector x.

Then ηᵢ ≤ ξᵢ + ε for every i.

To prove it, take the space spanned by the first i eigenvectors of X, of dimension i, and the space spanned by the eigenvectors of Y with numbers i to p, of dimension p − i + 1. The dimensions add up to p + 1, which exceeds p, so the two spaces share a unit vector x. On the first space the quadratic form of X is a weighted mean of ξ₁, …, ξᵢ and cannot exceed ξᵢ. On the second, the form of Y is a weighted mean of ηᵢ, …, ηₚ and cannot fall below ηᵢ. Hence

ηᵢ ≤ xᵀYx ≤ xᵀXx + ε ≤ ξᵢ + ε.

Apply the rule with Y = RᵀR, X = R(B)ᵀR(B) and ε = 0. Its condition holds because xᵀDᵀDx = |Dx|² ≥ 0. The result is that every singular value of R(B) is at least as large as the corresponding singular value of R. The largest one gives

‖R(B)‖ ≥ ‖R‖.

So H minimizes the spectral norm too, but here it may share that place with other matrices. Let σ_max and σ_min be the largest and smallest singular values of R, and let w be a unit vector with RᵀRw = σ_min²w. Choose

B = H + t wwᵀ.

Then D = −t wwᵀ and DᵀD = t²wwᵀ, since wᵀw = 1. Adding this to RᵀR raises the eigenvalue belonging to w from σ_min² to σ_min² + t² and leaves the others as they were. The spectral norm does not change as long as

t² ≤ σ_max² − σ_min².

The spectral norm registers the worst direction in the trial space, and a modest error in a better direction goes unnoticed. If all singular values of R are equal, this freedom disappears: then RᵀR = σ_max² 1, and any nonzero DᵀD raises the largest eigenvalue. That is the case for a single trial vector, m = 1.

The orthonormality of Q has been used throughout. For trial functions that are linearly independent but overlap, let G = QᵀQ be their overlap matrix. The residual is orthogonal to the trial space when QᵀAQ − GB = 0, that is, for

B₀ = G⁻¹QᵀAQ.

The same expansion as before gives R(B)ᵀR(B) = R(B₀)ᵀR(B₀) + (B₀ − B)ᵀG(B₀ − B), and G is positive definite, so B₀ is the minimizer. The size of the residual, however, has lost its meaning as an error. Multiplying Q by 0.001 leaves B₀ unchanged and makes the residual a thousand times smaller. A bound on energies needs the residual of an orthonormal basis, or a correction for the overlap. The basis QG^(−1/2) is orthonormal, its residual is R(B₀)G^(−1/2), and the norm of this is at most ‖R(B₀)‖ divided by the smallest singular value of Q.

Among orthonormal bases of the same trial space the choice is immaterial. If Q is replaced by QU with U orthogonal, H becomes UᵀHU, with the same eigenvalues, and R becomes AQU − QUUᵀHU = RU, with the same norms. Ritz values and residual norms belong to the space and not to the functions chosen to span it.

The question is now what ‖R‖ says about the true eigenvalues λ₁ ≤ … ≤ λₙ of A, listed with multiplicity, so that a doubly degenerate level fills two places in the list. Kahan's theorem states that there are m different places p(1), …, p(m) in this list such that the eigenvalues αⱼ found there satisfy

|θⱼ − αⱼ| ≤ ‖R‖ for j = 1, …, m.

"Distinct eigenvalues" has to be read as distinct places. For A = 1 every trial space gives R = 0 and m Ritz values equal to 1, while the list contains one numerical value, repeated n times. The theorem then pairs the Ritz values with m of the n places, and m different numbers do not exist.

For the proof, let m < n; for m = n the relation QᵀR = 0 forces R = 0, H has the same eigenvalues as A, and nothing remains to be shown. Complete Q by n − m further orthonormal columns P to an orthogonal matrix [Q, P]. In the new basis A has the same eigenvalues and takes the block form

[Q, P]ᵀ A [Q, P] = M + E,

M = [ H 0 ; 0 W ],  E = [ 0 Cᵀ ; C 0 ],

where the semicolon separates the block rows, W = PᵀAP and C = PᵀAQ. The matrix M describes a system in which the trial space and its complement do not communicate, and E is the coupling between them.

The coupling is the residual in another guise. From 1 − QQᵀ = PPᵀ,

R = AQ − QQᵀAQ = PPᵀAQ = PC.

Because P has orthonormal columns, |PCu| = |Cu| for every u, and so ‖R‖ = ‖C‖. The transpose has the same norm as C: for any unit vector v,

|Cᵀv|² = vᵀC(Cᵀv) ≤ ‖C‖ |Cᵀv|,

hence |Cᵀv| ≤ ‖C‖, and exchanging the roles of C and Cᵀ gives equality of the norms. For a vector z with upper part u and lower part v,

|Ez|² = |Cᵀv|² + |Cu|² ≤ ‖C‖² (|v|² + |u|²) = ‖C‖² |z|².

Equality is reached with v = 0 and the u that C stretches most. Therefore

‖E‖ = ‖C‖ = ‖R‖.

No factor of 2 arises from the two off-diagonal blocks, because they act on different parts of z.

Let μ₁ ≤ … ≤ μₙ be the eigenvalues of M. For every unit vector x, |xᵀEx| ≤ |x||Ex| ≤ ‖R‖, so

xᵀ(M + E)x ≤ xᵀMx + ‖R‖,

xᵀMx ≤ xᵀ(M + E)x + ‖R‖.

The comparison rule, used once in each direction, yields Weyl's inequality

|λᵢ − μᵢ| ≤ ‖R‖ for i = 1, …, n.

Since M is block diagonal, its eigenvectors can be chosen to lie either in the upper or in the lower part. The list of the μᵢ is therefore the list of the m Ritz values merged with the n − m eigenvalues of W and sorted. Each Ritz value fills a place of its own in the merged list. If p(j) is the place of θⱼ, then μ at that place equals θⱼ, λ at that place is αⱼ, and Weyl's inequality reads |θⱼ − αⱼ| ≤ ‖R‖. This proves the theorem. Equal entries may be sorted in any order, so the places can be chosen to increase with j.

The proof shows where the different places come from. The sorted lists of all n levels with and without the coupling are compared place by place, so no level can be used twice. It also shows what the theorem leaves open: the places p(j) depend on the spectrum of W, which is usually unknown. A trial space spanned by two exact excited states has R = 0, and the theorem then does not tell how far below the Ritz values the ground state lies.

The symmetry of A is essential. Take the 2×2 matrix with rows (0, g) and (ε, 0), where 0 < ε < g, and the first unit vector as trial vector. The Ritz value is 0 and the residual has length ε, but the eigenvalues are ±√(gε), farther away than ε.

The Rayleigh–Ritz matrix H minimizes the residual in both norms, uniquely in the Frobenius norm, and its m Ritz values lie within ‖R‖ of eigenvalues at m different places in the list. It remains to show by an example that no pure number smaller than 1 serves in general, and to see what the block residual adds to the residuals of the separate Ritz vectors.
